When Pulsed Deposition Nucleates Islands Like a Continuous Beam

A calculation of island growth under a pulsed source can follow every pulse in time, or it can replace the source by a steady flux with the same mean value. In rate equations the second choice is far cheaper, but it can give the wrong island density by a factor of several. What decides is the coverage delivered by one pulse, compared with the adatom density that the steady flux would maintain. For irreversible nucleation in two dimensions that density scales as (F/D)^(2/3) at fixed coverage. These notes derive the criterion with its prefactor, the first correction below the threshold, and the behaviour far above it.

1. Model and conventions

Let n be the number of adatoms per surface site and N the number of islands per site. The mean flux F is in monolayers (ML) per second, and θ = Ft is the deposited coverage. On a square lattice D is the hop rate in one direction, which equals the diffusion coefficient in units of site area per second. Diffusion is isotropic and nothing desorbs. Two adatoms that meet form an island that neither dissolves nor moves.

In mean field, with constant capture numbers s₁ for adatoms and sₓ for islands,

dn/dt = F − 2s₁Dn² − sₓDnN

dN/dt = s₁Dn²

The factor 2 appears because each nucleation event uses two adatoms. Atoms landing directly on islands are neglected, which requires θ ≪ 1.

2. Continuous deposition

After a short transient most adatoms are captured by existing islands, and n changes slowly. Balancing F against sₓDnN gives

n = F/(sₓDN)

Insert this in the nucleation law and divide by F = dθ/dt:

dN/dθ = (s₁D/F) · F²/(sₓ²D²N²) = A/N², with A = s₁F/(sₓ²D)

Integrating N² dN = A dθ from N = 0, and writing N_c for the continuous result,

N_c³ = 3Aθ = 3s₁θF/(sₓ²D)

The adatom density follows from n_c = F/(sₓDN_c):

n_c = (F/D) · (1/sₓ) · [sₓ²D/(3s₁θF)]^(1/3)

n_c = (F/D)^(2/3) / (3s₁sₓθ)^(1/3)

The exponent 2/3 thus comes from one power of F/D in the balance, less one third from the island density. With constant capture numbers the threshold also falls slowly with coverage, as θ^(−1/3). Islands that spread over the surface capture more efficiently as they grow, and then it falls faster. Either way the final coverage sets the strictest condition.

The neglected nucleation loss, relative to capture by islands, is

2s₁n/(sₓN) = 2s₁F/(sₓ²DN²) = 2A/N²

Since A = N_c³/(3θ), this ratio is 2N_c/(3θ). The continuous result therefore needs N_c ≪ θ. To first order the loss divides n by 1 + 2A/N², so it multiplies n² by 1 − 4A/N². Then

(N² + 4A) dN ≈ A dθ, hence N³/3 + 4AN ≈ Aθ

and N ≈ N_c − 4A/N_c = N_c[1 − 4N_c/(3θ)].

3. One pulse period

Now let the same mean flux arrive in instantaneous pulses of coverage I, separated by the time I/F. Between pulses, with N nearly constant and nucleation loss neglected, n decays at the rate sₓDN. The number of adatom lifetimes in one period is

x = sₓDN · I/F = I/n̄, with n̄ = F/(sₓDN)

Here n̄ is the density that a steady flux would maintain at the current N. The condition I < n̄ therefore says that the next pulse arrives within one adatom lifetime.

In the periodic state, the density n₊ just after a pulse consists of what survived the last period plus the new dose:

n₊ = n₊e^(−x) + I, so n₊ = I/(1 − e^(−x))

With u the time in adatom lifetimes, the time average is

⟨n⟩ = (1/x) ∫₀ˣ n₊e^(−u) du = n₊(1 − e^(−x))/x = I/x = n̄

Pulsing leaves the mean density unchanged at given N. Nucleation, however, depends on the mean square:

⟨n²⟩ = (1/x) ∫₀ˣ n₊²e^(−2u) du = n₊²(1 − e^(−2x))/(2x)

Substitute n₊ and I = xn̄, and factor 1 − e^(−2x) = (1 − e^(−x))(1 + e^(−x)):

⟨n²⟩ = n̄² (x/2) (1 + e^(−x))/(1 − e^(−x)) = n̄² (x/2) coth(x/2)

For small z, z coth z = 1 + z²/3 + …, so with z = x/2

⟨n²⟩/n̄² = 1 + x²/12 + …

There is no linear term. At x = 1 the density still falls by a factor e during each period, but its mean square exceeds the steady value by only about 8%. This is why the island density can look continuous while the adatom density does not. A quantity that depends on the instantaneous n in some other way needs its own average.

4. The crossover law

The nucleation equation, averaged over a period, becomes

dN/dθ = (A/N²)(x/2) coth(x/2)

Because x is proportional to N, write x = κN with κ = sₓDI/F. Then

dx/dθ = κA(κ²/x²)(x/2) coth(x/2) = κ³A coth(x/2)/(2x)

Separating the variables and integrating from zero coverage,

2 ∫₀ˣ y tanh(y/2) dy = κ³Aθ

Since 3Aθ = N_c³, the right side is (κN_c)³/3. Define

x_c = κN_c = sₓDN_cI/F = I/n_c

and multiply by 3:

6 ∫₀ˣ y tanh(y/2) dy = x_c³, with N/N_c = x/x_c

All the parameters have merged into I/n_c, the pulse size relative to the steady adatom density at the same mean flux and coverage.

5. Small pulses: the first correction

Use tanh(y/2) = y/2 − y³/24 + … in the integral:

6 ∫₀ˣ (y²/2 − y⁴/24) dy = x³ − x⁵/20

Set x = x_c(1 + δ) with δ small. To first order,

x_c³(1 + 3δ) − x_c⁵/20 = x_c³, so δ = x_c²/60

N/N_c = 1 + (I/n_c)²/60 + …

The factor 60 can be traced. The nucleation rate is raised by x²/12. Since x² grows as θ^(2/3), its average over the deposition is 3/5 of its final value, which turns 1/12 into 1/20. The density N varies as the cube root of the accumulated nucleation strength, which supplies a further 1/3.

At I = n_c the island density is therefore only about 2% above the continuous value. Solving the crossover law numerically gives a 10% rise at I = 2.5n_c. The criterion I < n_c is thus a safe one for island density, within this model, and not a sharp boundary.

6. Large pulses: the other limit

For large x, write tanh(y/2) = 1 − 2/(e^y + 1). Then

∫₀ˣ y tanh(y/2) dy = x²/2 − 2 ∫₀ˣ y/(e^y + 1) dy

The last integral may be extended to infinity with an exponentially small error. Expanding 1/(e^y + 1) = e^(−y) − e^(−2y) + e^(−3y) − … and using ∫₀^∞ y e^(−my) dy = 1/m² gives

∫₀^∞ y/(e^y + 1) dy = 1 − 1/4 + 1/9 − … = π²/12

Hence 3x² − π² = x_c³, and

N/N_c = (x_c/3)^(1/2) (1 + π²/x_c³)^(1/2)

The leading forms for small and large pulses, 1 and (x_c/3)^(1/2), meet at I = 3n_c. In the original variables the large-pulse form is

N² = N_c²I/(3n_c) = N_c³sₓDI/(3F) = s₁Iθ/sₓ

Both D and F have cancelled. Each pulse is used up before the next arrives, so faster diffusion speeds up nucleation and capture equally and leaves their competition unchanged.

This limit has a correction of its own, because some adatoms are lost to nucleation rather than to capture. During one decay, dividing the two rate equations gives

dN/dn = −s₁n/(sₓN + 2s₁n)

Integrating from n = I down to zero at nearly constant N, and keeping the first correction in I/N,

ΔN = s₁I²/(2sₓN) − 2s₁²I³/(3sₓ²N²) = [s₁I²/(2sₓN)](1 − b/N), with b = 4s₁I/(3sₓ)

Dividing by I gives dN/dθ. Moving the bracket to the other side, (N + b) dN ≈ [s₁I/(2sₓ)] dθ, so N² + 2bN ≈ s₁Iθ/sₓ and

N ≈ (s₁Iθ/sₓ)^(1/2) − b

The large-pulse formula therefore needs I ≪ N as well as I ≫ n_c. The first condition also guarantees many pulses, I ≪ θ, because N is smaller than θ.

7. Numerical size of the approximations

The complete rate equations can be integrated through every pulse by a Runge–Kutta method, keeping the nucleation loss and the growth of N within a period. With s₁ = 3, sₓ = 7, θ = 0.1 ML and D/F = 10⁸, the ratio N/N_c is:

I/n_c = 1: law 1.017, complete 1.017
I/n_c = 3: law 1.141, complete 1.140
I/n_c = 10: law 1.83, complete 1.82
I/n_c = 30: law 3.16, complete 3.11

In the complete values, N_c also comes from the complete equations.

These equations still assume capture numbers. A kinetic Monte Carlo simulation does not: atoms hop one by one on a 200 × 200 lattice, and each island occupies a single site. One run was made per condition, to θ = 0.1 ML. Under continuous flux the adatom density, averaged between 0.07 and 0.1 ML, was 9.2 × 10⁻⁴ per site at D/F = 4 × 10⁴ and 2.0 × 10⁻⁴ at 4 × 10⁵. The exponent between these two points is 0.66. The island densities of the same two runs, given below, yield an exponent of only 0.27 instead of 1/3. Here N/θ is about 0.1, so the condition N_c ≪ θ is poorly met.

At the smaller D/F, pulses of 37 atoms, which match the steady adatom number, gave N/N_c = 1.02. With about 500 islands in a run, a deviation of 2% is not resolved, but a large effect is excluded. Pulses ten times larger gave 1.61, where the crossover law predicts 1.84. For these pulses I/N is almost one half, so nucleation loss should lower the result; changing capture numbers may contribute too, and the runs do not separate the two. Raising D/F tenfold at the same large pulse changed N by less than the counting noise of a few per cent, whereas the continuous island density fell from 1.26 × 10⁻² to 0.68 × 10⁻² per site.

8. Example: iron on Fe(100)

Take rough values in the regime of iron deposited on Fe(100): a diffusion barrier of 0.45 eV, a prefactor of 10¹² s⁻¹ and a site spacing of 0.287 nm. A laser runs at 10 Hz with I = 0.001 ML per pulse, so F = 0.01 ML/s. The final coverage is 0.1 ML, and the round capture numbers s₁ = 3 and sₓ = 7 are kept.

At 300 K the hop rate is D = 2.76 × 10⁴ s⁻¹, so F/D = 3.63 × 10⁻⁷. The threshold is

n_c = (3.63 × 10⁻⁷)^(2/3) / (3 × 3 × 7 × 0.1)^(1/3) = 2.75 × 10⁻⁵ ML

and I/n_c = 0.001/(2.75 × 10⁻⁵) = 36. The large-pulse form gives N/N_c = (36/3)^(1/2) ≈ 3.5. With laser settings and coverage held fixed, three temperatures compare as follows:

230 K: I/n_c = 1.1; N/N_c = 1.02 (law), 1.02 (complete)
265 K: I/n_c = 7.8; N/N_c = 1.63 (law), 1.57 (complete)
300 K: I/n_c = 36; N/N_c = 3.48 (law), 3.27 (complete)

The same laser is nearly a continuous source at 230 K and a strongly pulsed one at 300 K. Cooling lengthens the adatom lifetime until it spans the gap between pulses. From 265 to 300 K the continuous formula lowers N_c from 4.05 × 10⁻³ to 1.88 × 10⁻³ per site. The pulsed density from the law, N_c times the ratio above, stays near 6.6 × 10⁻³, as expected when D drops out.

The corrections account for the gap between 3.48 and 3.27. For the pulsed case b = 4 × 3 × 0.001/(3 × 7) ≈ 0.57 × 10⁻³, which lowers the leading value 6.55 × 10⁻³ to about 6.0 × 10⁻³ per site. The complete equations also give 6.0 × 10⁻³. For the continuous case 4N_c/(3θ) is 2.5%, so the denominator falls too, but by less.

In laboratory units the complete equations give 7.3 × 10¹² islands/cm² for pulses and 2.2 × 10¹² for the steady beam. The island spacing N^(−1/2) is 3.7 nm instead of 6.7 nm. To reach I = n_c at 300 K with the same mean flux, the laser would have to fire at F/n_c ≈ 360 Hz with correspondingly weaker pulses.

9. How far to trust the example

At fixed mean flux, a dose larger than 0.001 ML per pulse lies further above the threshold. The barrier and the prefactor are both rough values. Raising the barrier by 0.05 eV multiplies n_c at 300 K by 3.6, which reduces I/n_c from 36 to about 10. Doubling both capture numbers multiplies n_c by 0.63. Neither change alone makes this source continuous at 300 K. A prefactor ten times smaller, however, multiplies n_c by 10^(2/3) ≈ 4.6. Together with the higher barrier it brings I/n_c down to about 2, where the island density is less than 10% above the continuous value. A real prediction therefore needs measured values of both. Constant capture numbers are a further limit: they suit point islands, whereas real islands capture more efficiently as they grow, so most nucleation happens early, when the steady adatom density is higher. The condition I < n_c at the final coverage then errs on the safe side, but above the threshold the crossover law can overstate the effect. In a single lattice run with extended hit-and-stick islands at D/F = 4 × 10⁵, pulses ten times the final adatom density raised N by a factor of about 1.4, not 1.8. The ratios and densities of section 8 are therefore estimates within the model, not predictions for iron.

Some other approximations can be checked with the same numbers. An arrival time of roughly 0.01 ms is about 1% of the adatom lifetime of 0.86 ms in the pulsed film. With a rough dimer bond of 0.6 eV, a dimer breaks up at about 2 × 10⁻⁶ s⁻¹, while an island gains 1.7 atoms per second, so irreversible nucleation is consistent. By the end, about 10% of arriving atoms land on islands.

Laser deposition in vacuum can also break the assumption that atoms arrive gently. Energetic arrivals can knock additional adatoms out of the surface. If each arriving atom produced 0.2 extra adatoms, an assumed yield, N at 300 K would rise by 20% at a fixed number of pulses: far above the threshold, nucleation per pulse varies as the dose squared over N, so N is proportional to the dose. The model omits the accompanying vacancies and any damage to islands, which could change the density further.

For a calculation that needs the island density, a steady flux may replace the pulses when I < n_c at the final coverage, provided that atoms arrive gently, nucleation is irreversible, islands are immobile and N_c ≪ θ ≪ 1. If adatoms can leave small islands, the nucleation law changes, and both the exponent 2/3 and the correction 1/60 must be derived again.
